\section*{Choosing the Angular Mesh for Warped Hole-Band Densities of States}

\section{What scaling and symmetry fix}

Close to the top of a cubic valence band, and well within the spin--orbit splitting, the Hamiltonian of the upper four bands is quadratic in the wave vector. I measure the hole energy $E>0$ downward from the band edge and use atomic units, $\hbar=m_e=e=1$. Strain and terms linear in $\mathbf k$ are absent. Replacing $\mathbf k$ by $\lambda\mathbf k$ multiplies every energy by $\lambda^2$, so each band has the form
\begin{equation}
E(\mathbf k)=\tfrac12k^2w(\mathbf n),\qquad \mathbf k=k\mathbf n,\quad |\mathbf n|=1 .
\label{scale}
\end{equation}
The constant-energy surface keeps its shape and grows as $E^{1/2}$. Its volume grows as $E^{3/2}$, and the density of states as $E^{1/2}$. Energy is thus settled by scaling, and what remains to compute is one number per band, an average over directions.

An angular mesh setting controls that average. The questions are how fine the mesh must be, and what a comparison with isotropic bands can say about it.

\section{The function to be averaged}

Let $J_x,J_y,J_z$ be the spin-$3/2$ matrices and $\{A,B\}=AB+BA$. The Luttinger Hamiltonian for holes is
\begin{align}
H&=\tfrac12(\gamma_1k^2+K),\\
K&=-2\gamma_2\sum_i k_i^2\left(J_i^2-\tfrac54\right)
-2\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}.
\end{align}
To find its eigenvalues, order the basis as $m=\frac32,\frac12,-\frac12,-\frac32$. The nonzero elements of $J_+$ are $\sqrt3,2,\sqrt3$. They give
\begin{align*}
J_z^2-\tfrac54&=\mathrm{diag}(1,-1,-1,1),\\
J_x^2-J_y^2&=\tfrac12(J_+^2+J_-^2),\qquad
\{J_x,J_y\}=\tfrac1{2i}(J_+^2-J_-^2),
\end{align*}
where $J_+^2$ has the elements $2\sqrt3$ at positions $(1,3)$ and $(2,4)$. The matrix $\{J_z,J_+\}$ has $2\sqrt3$ at $(1,2)$, zero at $(2,3)$ and $-2\sqrt3$ at $(3,4)$. Since $J_x^2+J_y^2=\frac{15}4-J_z^2$,
\[
J_{x,y}^2-\tfrac54=-\tfrac12\left(J_z^2-\tfrac54\right)\pm\tfrac12(J_x^2-J_y^2).
\]
Collecting elements,
\begin{equation}
K=\begin{pmatrix}a&b&c&0\\b^*&-a&0&c\\c^*&0&-a&-b\\0&c^*&-b^*&a\end{pmatrix},
\end{equation}
with
\begin{align*}
a&=-\gamma_2(2k_z^2-k_x^2-k_y^2),\qquad
b=-2\sqrt3\,\gamma_3k_z(k_x-ik_y),\\
c&=-\sqrt3\left[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\right].
\end{align*}
In $K^2$ the off-diagonal elements cancel in pairs; for instance, element $(1,2)$ is $ab-ba$ and element $(1,4)$ is $bc-cb$. Every diagonal element is $a^2+|b|^2+|c|^2$. Because $K$ is traceless, its eigenvalues are plus and minus the root of this sum, each twice. The $\gamma_2^2$ part of the sum is
\[
(2k_z^2-k_x^2-k_y^2)^2+3(k_x^2-k_y^2)^2
=4k^4-12(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2),
\]
and the $\gamma_3^2$ part is $12(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2)$. Therefore
\begin{align}
w_\pm&=\gamma_1\pm\sqrt r,\qquad
r=4\gamma_2^2+12(\gamma_3^2-\gamma_2^2)s,\label{w}\\
s&=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 .
\end{align}
The plus sign gives light holes and the minus sign heavy holes. As $r$ contains squares, I take $\gamma_2,\gamma_3\geq0$. From $s=(1-\sum_i n_i^4)/2$ it follows that $0\leq s\leq\frac13$, with the ends along $[100]$ and $[111]$. So $r$ runs between $4\gamma_2^2$ and $4\gamma_3^2$, and the heavy-hole surface is closed if $\gamma_1>2\max(\gamma_2,\gamma_3)$.

\section{From radial surface to density of states}

In a direction $\mathbf n$, Eq.~(\ref{scale}) gives the radius and radial slope
\begin{equation}
k(E,\mathbf n)=\sqrt{\frac{2E}{w}},\qquad
\frac{\partial E}{\partial k}=kw=\frac{2E}{k}.
\end{equation}
A shell of energy width $dE$ has radial thickness $dE/(\partial E/\partial k)$. With two states per $\mathbf k$ in each band, the density of states per volume is
\begin{align}
g(E)&=\frac{2}{(2\pi)^3}\int d\Omega\,\frac{k^2}{\partial E/\partial k}
=\frac1{4\pi^3}\int d\Omega\,\frac kw\nonumber\\
&=\frac{\sqrt{2E}}{4\pi^3}\int d\Omega\,w^{-3/2}
=\frac{\sqrt{2E}}{\pi^2}D,\qquad D=\langle w^{-3/2}\rangle .
\label{dos}
\end{align}
Angle brackets denote the average over the sphere. For an isotropic mass $m$, $w=1/m$ and $D=m^{3/2}$. The density-of-states mass of a warped band is therefore $m_d=D^{2/3}$. It is not the directional average of the mass: directions of large mass carry more weight.

The first integral in Eq.~(\ref{dos}) also holds for nonparabolic bands if each ray meets the surface once and the slope is positive. The average must then be repeated at each energy, and the error bound below, which uses Eq.~(\ref{w}), no longer applies.

\section{A mesh adapted to cubic symmetry}

Put $u=\cos\theta$. Then
\begin{equation}
s=u^2(1-u^2)+\tfrac18(1-u^2)^2(1-\cos4\varphi).
\label{s}
\end{equation}
This is even in $u$, and in $\varphi$ it is even with period $\pi/2$, so the range $0\leq u\leq1$, $0\leq\varphi\leq\pi/4$ suffices. For an even order $N$, take the $N$ positive nodes $u_a$ of the $2N$-point Gauss--Legendre rule, with their weights $v_a$, and $N/2$ azimuthal midpoints:
\begin{equation}
D_N=\frac2N\sum_{a=1}^{N}v_a\sum_{j=0}^{N/2-1}w^{-3/2}(u_a,\varphi_j),
\quad \varphi_j=\frac{(j+\frac12)\pi}{2N}.
\end{equation}
The weights are positive, and $\sum_av_a=1$ because the full rule has total weight 2. There are $N^2/2$ nodes.

The rule averages $s^p$ without error for $p\leq N-1$. By Eq.~(\ref{s}), $s^p$ is a sum of terms $c_m(u)\cos4m\varphi$ with $m\leq p$, where $c_m$ is an even polynomial of degree at most $4p$. For $1\leq m\leq N-1$ the geometric sum gives
\[
\sum_{j=0}^{N/2-1}\cos4m\varphi_j=
\frac{\sin m\pi}{2\sin(m\pi/N)}=0,
\]
which matches the true azimuthal average. Only $m=0$ is left. Its degree is at most $4N-4$, and the $2N$-point Gauss--Legendre rule is exact through degree $4N-1$.

\section{What the isotropic limit can show}

For $\gamma_2=\gamma_3=\gamma$, Eq.~(\ref{w}) gives $r=4\gamma^2$ in all directions, so $D=(\gamma_1\pm2\gamma)^{-3/2}$. Any set of weights with sum one reproduces this. Agreement in the isotropic limit tests prefactors and normalization, but says nothing about angular resolution.

A deliberately bad rule makes the point. Keep the $N=16$ nodes, but give them equal weights. With the parameters of the example below, its heavy-hole $D$ is wrong by 6.5 percent of the converged value, although its isotropic result is right to rounding error.

The informative use of the limit is to approach it. The required averages follow from three independent Gaussian variables of unit variance, whose vector has length $R$ and direction $\mathbf n$. Length and direction are independent, and partial integration gives $\langle R^{2m}\rangle=3\cdot5\cdots(2m+1)$. Hence $\langle n_x^2n_y^2\rangle=1/15$, $\langle n_x^4n_y^4\rangle=9/945$ and $\langle n_x^4n_y^2n_z^2\rangle=3/945$. Expanding $s$ and $s^2$,
\begin{align}
\langle s\rangle&=\frac3{15}=\frac15,\qquad
\langle s^2\rangle=3\,\frac9{945}+6\,\frac3{945}=\frac1{21},\\
\langle(s-\tfrac15)^2\rangle&=\frac1{21}-\frac1{25}=\frac4{525}.
\end{align}
Define $\eta=12(\gamma_3^2-\gamma_2^2)$ and the mean
\begin{equation}
\bar r=4\gamma_2^2+\frac\eta5=\frac45(2\gamma_2^2+3\gamma_3^2),
\end{equation}
so that $r=\bar r+\eta(s-\frac15)$. With $F(r)=w^{-3/2}$, the linear term averages to zero:
\begin{equation}
D=F(\bar r)+\frac{2\eta^2}{525}F''(\bar r)+O(\eta^3).
\label{second}
\end{equation}
Let $q=\sqrt r$ and let $\sigma=\pm1$ label the bands, $w=\gamma_1+\sigma q$. Since $d/dr=(2q)^{-1}d/dq$,
\begin{align}
F'&=-\frac{3\sigma}{4q}w^{-5/2},\nonumber\\
F''&=\frac{3\sigma}{8q^3}w^{-5/2}+\frac{15}{16q^2}w^{-7/2}.
\label{curv}
\end{align}
For light holes $F''>0$. For heavy holes, multiplying Eq.~(\ref{curv}) by the positive factor $16q^3w^{7/2}/3$ leaves $5q-2w=7q-2\gamma_1$, so $F''>0$ when $q>2\gamma_1/7$. If this holds over the whole range of $r$, convexity gives $D\geq F(\bar r)$. By the spherical approximation I mean here the replacement of $r$ by its directional mean $\bar r$; it then underestimates the density of states. Averaging $\gamma_2$ and $\gamma_3$ themselves is a different approximation, to which this inequality does not apply in general.

The coarsest mesh has a special meaning. At $N=2$ the azimuth is $\pi/8$, where $\cos4\varphi=0$, and Eq.~(\ref{s}) becomes
\[
s-\frac15=-\frac{35u^4-30u^2+3}{40}=-\frac{P_4(u)}5 .
\]
The polar nodes are the zeros of the Legendre polynomial $P_4$. Both nodes thus have $s=\frac15$, and $D_2=F(\bar r)$. The $N=2$ mesh is the spherical approximation and contains no effect of warping beyond the mean.

More generally, the rule integrates the powers of $s-\frac15$ through $N-1$ exactly. At fixed $\bar r$ its error is therefore $O(\eta^N)$. This is the sense in which convergence improves toward the isotropic limit.

\section{An error bound at finite warping}

Let $\gamma_2,\gamma_3$ be positive and different. Write $r=c+hx$, with $-1\leq x\leq1$, $c=2(\gamma_2^2+\gamma_3^2)$ and $h=2|\gamma_3^2-\gamma_2^2|$. For complex $x$, set $x=(\zeta+\zeta^{-1})/2$. Circles $|\zeta|=R>1$ become ellipses around the interval. The ellipse that touches the branch point $r=0$ has $(\rho+\rho^{-1})/2=c/h$, whose solution above one is
\begin{equation}
\rho=\frac{\gamma_3+\gamma_2}{|\gamma_3-\gamma_2|}.
\end{equation}
Inside it $\mathrm{Re}\,r>0$, so $\mathrm{Re}\sqrt r>0$ and $|\gamma_1+\sqrt r|\geq\gamma_1$. Also $|x|\leq c/h$, hence $|r|\leq2c$ and $|\gamma_1-\sqrt r|\geq\gamma_1-2\sqrt{\gamma_2^2+\gamma_3^2}$. If the last expression is positive, $F$ is analytic inside the ellipse and bounded there by
\begin{equation}
M_+=\gamma_1^{-3/2},\qquad
M_-=\left(\gamma_1-2\sqrt{\gamma_2^2+\gamma_3^2}\right)^{-3/2}.
\end{equation}

Expand $F$ in Chebyshev polynomials, $T_m(x)=(\zeta^m+\zeta^{-m})/2$. For $m\geq1$ the coefficient is
\[
a_m=\frac1{\pi i}\oint_{|\zeta|=R}F\,\zeta^{-m-1}d\zeta,
\qquad |a_m|\leq2MR^{-m}.
\]
Letting $R$ approach $\rho$ gives $|a_m|\leq2M\rho^{-m}$. The terms with $m\leq N-1$ are polynomials in $s$ that the mesh integrates exactly. The rest is at most $\sum_{m\geq N}2M\rho^{-m}$, since $|T_m|\leq1$. It enters once through the true average and once through the mesh, both with positive normalized weights. Thus
\begin{equation}
|D_N-D|\leq\frac{4M}{\rho-1}\rho^{-(N-1)}.
\label{bound}
\end{equation}
As the warping vanishes, $\rho\to\infty$.

Two limits need care. If $2\max(\gamma_2,\gamma_3)<\gamma_1\leq2\sqrt{\gamma_2^2+\gamma_3^2}$, the singularity of the heavy band at $r=\gamma_1^2$ lies inside or on the ellipse. A smaller ellipse still gives geometric convergence, but it shrinks onto the interval as the heavy mass diverges in some direction.

If $\gamma_2=0$, then $\rho=1$ and the bound is lost. Near a cube axis $s\simeq\theta^2$, so $\sqrt r\simeq2\sqrt3\,\gamma_3\theta$: the two bands touch along the axis, and each integrand has a conical point. A cone left unresolved over an angle of order $1/N$ covers an area of order $N^{-2}$ with an error in height of order $N^{-1}$, which suggests an error of order $N^{-3}$. The bound is also lost for $\gamma_3=0$, where $r=4\gamma_2^2(1-3s)$ vanishes and the bands touch along $[111]$. The error then falls irregularly: for $\gamma_1=6$, $\gamma_2=2$, $\gamma_3=0$ the heavy-hole errors at $N=8,16,32,64$ are $9.7\times10^{-6}$, $1.8\times10^{-7}$, $6.2\times10^{-8}$ and $3.4\times10^{-8}$.

The sum of both bands behaves better. Exchanging the signs of $\sqrt r$ exchanges $F_+$ and $F_-$, so $F_++F_-$ contains only even powers of $\sqrt r$ and is analytic at $r=0$. Band touching therefore does not spoil the total density of states, provided that both bands use the same mesh.

\section{Worked example}

Take the round model parameters $\gamma_1=6$, $\gamma_2=1$, $\gamma_3=2$ and $E=0.05$~eV. They stand for no particular material. The value of $\sqrt r$ is 2 along $[100]$ and 4 along $[111]$, so the heavy masses are $1/(6-2)=0.25$ and $1/(6-4)=0.50$ electron masses. The light masses are $1/8=0.125$ and $1/10=0.100$. Since $k\propto w^{-1/2}$, the heavy surface extends from 0.0573 to 0.0810~\AA$^{-1}$ between these directions, while the light radius falls from 0.0405 to 0.0362~\AA$^{-1}$.

The $N=48$ mesh serves as the converged reference, and errors below are absolute differences from it. It gives $D=0.24016$ for heavy and $0.03542$ for light holes, in units of $m_e^{3/2}$. The density-of-states masses are
\[
0.24016^{2/3}=0.386,\qquad 0.03542^{2/3}=0.108
\]
electron masses. With one hartree equal to 27.21~eV, Eq.~(\ref{dos}) gives for heavy holes
\[
g=\frac{\sqrt{2(0.05/27.21)}\times0.24016}{\pi^2}
=1.475\times10^{-3}\ \text{a.u.},
\]
or $3.658\times10^{-4}$~eV$^{-1}$\AA$^{-3}$. Light holes add $0.540\times10^{-4}$ in the same unit, for a total of $4.198\times10^{-4}$. The heavy band supplies 87 percent.

For the isotropic comparison, $\bar r=\frac45(2+12)=11.2$ and $\eta=36$. The spherical heavy-hole value is $(6-\sqrt{11.2})^{-3/2}=0.2314$, which is 3.7 percent below the reference; for light holes the deficit is 1.2 percent. Here $\sqrt r\geq2>12/7$, so the convexity condition holds and both signs are as derived. The second-order formula, Eq.~(\ref{second}), gives 0.2406 and 0.03535, within about 0.2 percent of the references.

The convergence factor is $\rho=(2+1)/(2-1)=3$. For heavy holes:
\begin{center}
\begin{tabular}{rrcc}
$N$ & nodes & error in $D$ & bound\\
2 & 2 & $8.8\times10^{-3}$ & $3.5\times10^{-1}$\\
4 & 8 & $5.0\times10^{-5}$ & $3.9\times10^{-2}$\\
8 & 32 & $1.9\times10^{-8}$ & $4.8\times10^{-4}$\\
16 & 128 & $2.7\times10^{-13}$ & $7.4\times10^{-8}$
\end{tabular}
\end{center}
The bound is safe but far from tight. Eight nodes already give $D$ to 0.02 percent of its value.

Now halve $\eta$ at fixed $\bar r$, and halve it again. The heavy-hole error at $N=4$ falls from $5.0\times10^{-5}$ to $4.0\times10^{-6}$ and $2.8\times10^{-7}$. Between 5 and 2.5 percent of the original warping, the ratio of errors, here taken against an $N=24$ mesh, is 15.8, close to the limiting $2^4=16$.

Setting $\gamma_2=0$ and keeping the other parameters changes the picture. Against an $N=400$ reference, the heavy-hole errors at $N=8,16,32$ are $2.9\times10^{-5}$, $3.7\times10^{-6}$ and $4.7\times10^{-7}$. Each doubling gains a factor near eight, in line with the $N^{-3}$ estimate.

\section{Guidance for the setting}

\begin{itemize}
\item Use the isotropic limit to verify units, degeneracy and normalization. Judge the mesh with the actual warping.
\item Do not use $N=2$ for warped bands: it returns the spherical approximation. For parameters like those above, $N=4$ serves ordinary plots and $N=8$ leaves a negligible mesh error.
\item The bound requires $\gamma_2$ and $\gamma_3$ to be positive and different and, for heavy holes, $\gamma_1>2\sqrt{\gamma_2^2+\gamma_3^2}$. Many real materials fail the last condition, so check it first. With commonly quoted $(\gamma_1,\gamma_2,\gamma_3)$ it fails for Ge $(13.38,4.24,5.69)$ and GaAs $(6.98,2.06,2.93)$ and holds for Si $(4.285,0.339,1.446)$. The mesh still converges quickly for Ge and GaAs, with relative errors below $10^{-6}$ at $N=8$; only the guarantee is lost. If these conditions hold, a guaranteed absolute tolerance $\epsilon$ in $D$ follows from Eq.~(\ref{bound}) for an even $N\geq2$ with
\[
N\geq1+\frac{\ln[4M/((\rho-1)\epsilon)]}{\ln\rho}.
\]
\item Raise $N$ when $\gamma_2$ or $\gamma_3$ is small compared with the other, or when the heavy mass becomes very large in some direction. In such cases, and whenever the conditions for the bound fail, compare several successive doublings of $N$ for each band. Near touching along $[111]$ a single doubling can understate the remaining error.
\item Under strain that lowers the cubic symmetry, the error bound is lost, and the energy scaling fails at energies comparable with the strain splitting. The range of angles used here still suffices for uniaxial strain along $[001]$, with $z$ as the polar axis, because it relies only on the tetragonal symmetry about $z$. For strain along $[110]$ or $[111]$ it does not suffice, and the mesh must cover all directions not related by the remaining symmetry.
\end{itemize}
A fine angular mesh removes the quadrature error alone. It does not repair the four-band model. The coupling to the split-off band, left out here, changes the energies by a relative amount of first order in the ratio of $E$ to the spin--orbit splitting, except for heavy holes along $[100]$ and $[111]$, which it leaves unchanged. For the example parameters the six-band model raises the heavy- and light-hole densities of states by 0.5 and 0.6 percent when that ratio is 0.01, by 2.6 and 3.1 percent at 0.05, and by about 8 and 11 percent at 0.15. All of these exceed the $N=4$ mesh error by far. The example energy of 0.05~eV already exceeds the splitting of silicon, about 0.044~eV, where the four-band model does not apply.
